# Graphene conductivity from screened charges, weak short-range scatterers and vacancies, part 2

How does the conductivity $\sigma$ of a graphene sheet change with its electron density $n$ when charges, weak short-range scatterers or vacancies limit the current? The first two cases have been treated; vacancies, missing sites in a lattice with nearest-neighbour hopping only, come next.

Near a Dirac point $E=\hbar vk$, with $v$ the Dirac velocity. The state with wave vector $\mathbf k$ in direction $\varphi$ has amplitude of modulus $1/\sqrt2$ on each sublattice. With $k_F$ the Fermi wave number, $n=k_F^2/\pi$. The density of states for all spins and valleys is $D=2k/(\pi\hbar v)$. For scattering angle $\theta$, the rate $1/\tau$ weights scattering with $1-\cos\theta$, and

$$\sigma=\frac{2e^2}h\,k_Fv\tau,$$

or $\sigma=(2e^2/h)k_F\ell$ with mean free path $\ell=v\tau$. The description needs $k_F\ell\gg1$.

The symbol $n_i$ is the density of whichever scatterer is discussed, and $d$ is the bond length. A potential $V(\mathbf r)$ smooth on the lattice scale keeps the electron in its valley and brings in the chirality factor $(1+\cos\theta)/2$, which vanishes for backscattering. Together with $1-\cos\theta$ it gives $\tfrac12\sin^2\theta$. In the Born approximation, weak smooth scatterers of range much shorter than $1/k_F$, with $V_0=\int V\,d^2r$, give the constant law

$$\sigma_{\rm weak}=\frac{e^2}h\,\frac{8(\hbar v)^2}{n_iV_0^2}.$$

Screened charges in the plane give, to leading order, the linear law

$$\sigma_{\rm ch}=\frac{e^2}h\,\frac{8}{\alpha^2J}\,\frac n{n_i},$$

where $\alpha=e^2/(\kappa\hbar v)$, $\kappa$ is the dielectric constant and $J$ is an angular integral that depends only on $\alpha$.

The example has $v=10^6$ m/s, $\hbar v=0.658$ eV nm, $d=0.14$ nm, $\kappa=2.5$, $\alpha=0.875$, $J=0.544$ and $V_0=1$ eV nm². The scatterer densities are $5\times10^{11}\ \mathrm{cm^{-2}}$ for charges, $10^{12}\ \mathrm{cm^{-2}}$ for weak scatterers and $10^{11}\ \mathrm{cm^{-2}}$ for vacancies. The electron density rises from $10^{12}$ to $4\times10^{12}\ \mathrm{cm^{-2}}$. At the lower value $\sigma_{\rm ch}=38.4\,e^2/h$ and $\sigma_{\rm weak}=347\,e^2/h$. For vacancies, the rise in $\sigma$ to be explained is from 277 to $822\,e^2/h$, a factor of 2.97.

### One altered site

Start with a site energy $U$ on one atom, called site 0. An electron can scatter there repeatedly. Between visits it returns with amplitude $G_{00}(E)=\langle0|(E+i0-H)^{-1}|0\rangle$, so the series is geometric:

$$T=U+UG_{00}U+\dots=\frac U{1-UG_{00}} .$$

An infinite $U$ expels the electron from the site, which is then as good as missing. A vacancy therefore has $T=-1/G_{00}$. No expansion in $U$ survives in this result, and the Born approximation, which keeps the first term alone, would diverge.

A Bloch state spread over $N_c$ cells has the probability $1/(2N_c)$ on site 0. With sheet area $\mathcal A=N_cA_c$, where $A_c$ is the cell area,

$$|\langle\mathbf k'|T|\mathbf k\rangle|^2=\frac{|T|^2A_c^2}{4\mathcal A^2}.$$

The angle has gone, and the final state may lie in either valley. The chirality factor came from adding the amplitudes of two sublattices. A vacancy touches one sublattice, so no such sum occurs and backscattering is allowed.

For isotropic scattering the average of $1-\cos\theta$ is 1. The final states of one spin and both valleys have density $D/2=k/(\pi\hbar v)$. With $n_i$ counting vacancies on both sublattices,

$$\frac1\tau=\frac{2\pi}\hbar n_i\frac{|T|^2A_c^2}4\frac k{\pi\hbar v}=\frac{n_iA_c^2k|T|^2}{2\hbar^2v}.$$

First take the weak limit, $T\approx U$. It gives $\sigma=(e^2/h)\,4(\hbar v)^2/(n_iU^2A_c^2)$, again independent of $n$. With $V_0=UA_c$ this is half the smooth result, because the average weight $\frac14$ from $\frac12\sin^2\theta$ has become $\frac14$ from each of two valleys. The constant law of weak short-range scatterers therefore does not depend on the potential being smooth on the lattice scale.

### The return amplitude

Let $H$ have nearest-neighbour hopping $-t$. For Bloch phases $\chi_1,\chi_2$ put $f=1+e^{i\chi_1}+e^{i\chi_2}$. Then $H^2=t^2|f|^2$. Since $(z-H)^{-1}=(z+H)/(z^2-H^2)$ and $H$ has no diagonal element,

$$G_{00}(z)=\left\langle\frac z{z^2-t^2|f|^2}\right\rangle ,$$

averaged over both phases. Evaluate it first at $z=i\varepsilon t$ with small $\varepsilon$, where no pole interferes:

$$G_{00}=-\frac{i\varepsilon}t\,K,\qquad K=\left\langle\frac1{\varepsilon^2+|f|^2}\right\rangle .$$

Let $c=|1+e^{i\chi_1}|$. The average over $\chi_2$ uses $\langle1/(P+2c\cos\chi)\rangle=1/\sqrt{P^2-4c^2}$ with $P=\varepsilon^2+c^2+1$:

$$K=\int_{-\pi}^{\pi}\frac{d\chi_1}{2\pi}\,\frac1{\sqrt{(c^2-1)^2+2\varepsilon^2(c^2+1)+\varepsilon^4}},\qquad c^2-1=1+2\cos\chi_1 .$$

The integrand peaks at $\chi_1=\pm2\pi/3$, the Dirac points. Choose a width $\eta$ with $\varepsilon\ll\eta\ll1$. Near one peak the slope of $2\cos\chi_1$ has modulus $\sqrt3$ and $c=1$, so

$$\int_{-\eta}^{\eta}\frac{du}{\sqrt{3u^2+4\varepsilon^2}}\approx\frac2{\sqrt3}\ln\frac{\sqrt3\,\eta}\varepsilon .$$

Outside the peak set $\varepsilon=0$. With $y=\tan(\chi_1/2)$ the integral over $0<\chi_1<\pi$ becomes $\int2\,dy/|3-y^2|$. The excluded interval is $|y-\sqrt3|<2\eta$, because $dy/d\chi_1=(1+y^2)/2=2$ at the peak. Each side contributes $(1/\sqrt3)\ln(\sqrt3/\eta)$. Adding the inner and outer parts removes $\eta$ and leaves $(2/\sqrt3)\ln(3/\varepsilon)$. There are two peaks, so

$$K\approx\frac1{2\pi}\,2\,\frac2{\sqrt3}\ln\frac3\varepsilon=\frac2{\sqrt3\,\pi}\ln\frac3\varepsilon .$$

In terms of $z$, the leading result is $G_{00}=(2z/\sqrt3\pi t^2)\ln[z/(3it)]$. Continue it through the upper half-plane to $z=E+i0$ with $E>0$. There $\ln(z/i)=\ln E-i\pi/2$, and

$$G_{00}=\frac{2E}{\sqrt3\,\pi t^2}\left[\ln\frac E{3t}-\frac{i\pi}2\right].$$

To connect $t$ with $v$, let $\mathbf p$ be the wave vector measured from a Dirac point, in direction $\varphi$. The three bond phases there are cube roots of unity, so to first order in $p$

$$|f|=\left|\sum_{j=0}^2e^{2\pi ij/3}\,pd\cos\!\left(\varphi-\frac{2\pi j}3\right)\right|=\frac32pd .$$

One exponential of the cosine adds up three times and the other cancels. Hence $\hbar v=3td/2$. The cell area is $A_c=3\sqrt3\,d^2/2$, and

$$G_{00}=\frac{A_ck}{\pi\hbar v}\left[L-\frac{i\pi}2\right],\qquad L=\ln(kR),\quad R=\frac{\hbar v}{3t}=\frac d2 .$$

The length in the logarithm is half a bond. The imaginary part offers a limit to compare with: $-\operatorname{Im}G_{00}/\pi=A_ck/(2\pi\hbar v)$ should be the density of states per site and spin, which is $D/2$ times the area $A_c/2$ per site. The two agree.

The real part can be compared with the full lattice. A sum over $2100\times2100$ Bloch phases, taken slightly above the real axis and extrapolated to it, differs from the complex formula by about 0.1% at $E=0.06t$ and 0.4% at $0.12t$, relative to the modulus of the formula.

### The vacancy conductivity

Insert $|T|^2=1/|G_{00}|^2$ in the rate:

$$\frac1\tau=\frac{n_iA_c^2k}{2\hbar^2v}\,\frac{\pi^2\hbar^2v^2}{A_c^2k^2(L^2+\pi^2/4)}=\frac{2\pi^2n_iv}{k(4L^2+\pi^2)} .$$

The cell area cancels. At the Fermi level, with $k_F^2=\pi n$,

$$\sigma_{\rm vac}=\frac{e^2}h\,\frac n{\pi n_i}\left[4\ln^2(k_FR)+\pi^2\right].$$

At low density the logarithm dominates. Since $2\ln(k_FR)=\ln(\pi nR^2)$, the leading law is $\sigma\approx(e^2/h)(n/\pi n_i)\ln^2(\pi nR^2)$, the $n\ln^2n$ behaviour.

Probability conservation gives another comparison. The total loss rate from a state is $-(2/\hbar)n_i\mathcal A\operatorname{Im}\langle\mathbf k|T|\mathbf k\rangle=-(n_iA_c/\hbar)\operatorname{Im}T$. With $\operatorname{Im}(-1/G_{00})=\operatorname{Im}G_{00}/|G_{00}|^2$ it equals $n_iA_c^2k/(2\hbar^2v|G_{00}|^2)$. This is the rate $1/\tau$, as it must be when scattering is isotropic.

In the example $k_F=0.1772\ \mathrm{nm^{-1}}$ and $R=0.07$ nm at $n=10^{12}\ \mathrm{cm^{-2}}$, so $L=-4.39$. With $n/n_i=10$, $\sigma=(10/\pi)(77.1+9.9)\,e^2/h=277\,e^2/h$. The local exponent is

$$\frac{d\ln\sigma}{d\ln n}=1+\frac{4L}{4L^2+\pi^2}=1-\frac{17.6}{86.9}=0.80 .$$

Here $dL/d\ln n=\frac12$ was used. Because $L$ is negative, growth is slower than linear. Fourfold density multiplies $n$ by 4 and reduces the bracket from 86.9 to 64.5, which accounts for the factor 2.97.

A finite $U$ imitates a vacancy only if $|UG_{00}|\gg1$. In the example $t=3.13$ eV and $E_F=0.117$ eV, so $|G_{00}|\approx0.020\ \mathrm{eV^{-1}}$ and $U$ must be large compared with about 50 eV. Since $G_{00}\to0$ at the Dirac point, a finite $U$ eventually gives the weak constant law as the density falls.

The vanishing of $G_{00}$ is itself a property of nearest-neighbour hopping. Add a hopping $-t_2$ between second neighbours. Measured from the Dirac point, the band energies become $\pm t|f|-t_2|f|^2$, and at $E=0$

$$G_{00}=\left\langle\frac12\sum_\pm\frac1{t_2|f|^2\mp t|f|}\right\rangle=-\left\langle\frac{t_2}{t^2-t_2^2|f|^2}\right\rangle\approx-\frac{t_2}{t^2}.$$

The resonance then no longer sits at the Dirac point, and at the lowest densities $\sigma$ tends to a constant. The logarithmic law needs $t_2/t^2\ll|G_{00}|$, which in the example means $t_2\ll0.06\,t$. For $t_2=0.1\,t$ the lattice value of $G_{00}$ gives about 1900 for electrons and 155 for holes at $10^{12}\ \mathrm{cm^{-2}}$, instead of 277 for both; the opposite sign of $t_2$ exchanges the two values. Even $t_2=0.01\,t$ gives about 370 and 200. For a real vacancy the formula is therefore a guide only if its resonance lies close enough to the Dirac point.

### Is a strong potential enough?

Consider a smooth-edged disc, treated as a step on the Dirac scale, with height $V$ and radius $a$. Let $w=Va/\hbar v$ and $x=ka-w$. The inner solutions are $(J_m(xr/a)e^{im\phi},\,iJ_{m+1}(xr/a)e^{i(m+1)\phi})$. Outside, $J_m$ is replaced by $J_m(kr)\cos\delta_m-Y_m(kr)\sin\delta_m$, and $J_{m+1}$ by $J_{m+1}(kr)\cos\delta_m-Y_{m+1}(kr)\sin\delta_m$ with the same $\delta_m$. Matching the ratio of the two components at $r=a$ gives

$$\tan\delta_m=\frac{J_m(ka)J_{m+1}(x)-J_{m+1}(ka)J_m(x)}{Y_m(ka)J_{m+1}(x)-Y_{m+1}(ka)J_m(x)} .$$

For $ka\ll1$ the channels $m=0$ and $m=-1$ dominate in the cases below, except at the zeros of $J_1(w)$ beyond $w=0$, where $m=1$ and $m=-2$ contribute at the same order. They have equal phase shifts $\delta$, since $J_{-1}=-J_1$ and $Y_{-1}=-Y_1$. The scattered wave in channel $m$ is $ie^{i\delta_m}\sin\delta_m$ times an outgoing Hankel function, whose squared modulus tends to $2/(\pi kr)$. The differential cross-section is therefore

$$\frac{2\sin^2\delta}{\pi k}|1+e^{-i\theta}|^2=\frac{4\sin^2\delta}{\pi k}(1+\cos\theta).$$

The chirality factor has reappeared. Weighting with $1-\cos\theta$ and integrating gives the transport cross-section $4\sin^2\delta/k$. Then $1/\tau=4n_iv\sin^2\delta/k$, and

$$\sigma=\frac{e^2}h\,\frac{\pi n}{2n_i\sin^2\delta} .$$

For small $ka$ use $J_0\approx1$, $Y_0\approx(2/\pi)[\ln(ka/2)+\gamma]$ and $Y_1\approx-2/(\pi ka)$, where $\gamma$ is Euler's constant. The numerator term $J_1(ka)J_0(x)\approx(ka/2)J_0(x)$ can be dropped unless $J_1(w)$ is close to zero, as it is for small $w$. This leaves

$$\tan\delta\approx\frac{J_1(x)}{Y_0(ka)J_1(x)+2J_0(x)/(\pi ka)} .$$

**Weak disc, $|w|\ll1$.** Here the dropped term must be kept. The numerator is $J_1(x)-J_1(ka)J_0(x)\approx(ka-w)/2-ka/2=-w/2$, and the denominator is close to $2/(\pi ka)$. Hence $\delta\approx-\pi kaw/4=-kV_0/(4\hbar v)$, with $V_0=\pi a^2V$. This returns $\sigma_{\rm weak}$, including its factor 8. The phase in the example is 0.067 at $10^{12}\ \mathrm{cm^{-2}}$, but a small phase is not sufficient: $w=V_0/(\pi a\hbar v)$ must also be small. That requires $a\gg0.48$ nm, while $k_Fa\ll1$ requires $a\ll5.6$ nm, or 2.8 nm at the highest density. The window is narrow, so the strictly constant 347 is an idealization. For $a=1.6$ nm the full phase shifts give 422 for a repulsive disc and 292 for an attractive one at $10^{12}\ \mathrm{cm^{-2}}$, and 506 and 313 at $4\times10^{12}\ \mathrm{cm^{-2}}$.

**Strong disc, no resonance.** If neither $J_0(w)$ nor $J_1(w)$ is small, $\tan\delta\approx-(\pi ka/2)J_1(w)/J_0(w)$. The phase is still proportional to $k$, and $\sigma$ still tends to a constant. Evaluating the phase shifts for $w=1.5$ at $ka=0.001$ gives 0.48 times the Born value. Doubling $k$ changes $\sigma$ by 1.4%, a correction of relative order $ka\ln(ka)$. Strength alone does not produce the vacancy law. The zeros of $J_1(w)$ are exceptions to the constant law: at the first one beyond $w=0$, $w=3.832$, the phases fall as $k^2$, and $\sigma$ rises as $1/n$ when the density falls.

**Resonant disc, $J_0(w)=0$.** The first case is $w=2.405$. Now $J_0(x)\approx kaJ_1(w)$ and $J_1(x)\approx-J_1(w)$, so the large term in the denominator has become finite:

$$\tan\delta\approx\frac1{Y_0(ka)-2/\pi}=\frac\pi{2\ln(kR_d)},\qquad R_d=\frac a2e^{\gamma-1}.$$

Since $1/\sin^2\delta=1+\cot^2\delta$,

$$\sigma=\frac{e^2}h\,\frac n{2\pi n_i}\left[4\ln^2(k_FR_d)+\pi^2\right].$$

This is the vacancy form with half its prefactor. At zero energy the upper component of the channel $m=0$ vanishes at the edge of this disc and the lower one continues outside as $1/r$, so a resonant state sits at the Dirac point. In the channel $m=-1$ the two components exchange roles. The vacancy has its counterpart in the divergence of $-1/G_{00}$ as $E\to0$. In these models the logarithm comes from resonance at the Dirac point.

### All three together

Each collision operator turns $\cos\varphi$, equal in both valleys, into a multiple of itself. The rates therefore add, and so do the resistivities. The charges enter here with their leading-order value, so the total and the shares below are estimates of the same kind. At $10^{12}\ \mathrm{cm^{-2}}$,

$$\frac{e^2}{h\sigma}=\frac1{38.4}+\frac1{347}+\frac1{277}=0.0325,$$

which gives $\sigma=30.7\,e^2/h=1.19$ mS. Differentiating the sum shows that the total exponent is the average of the separate exponents, weighted by their shares of the resistivity:

$$0.80\times1+0.09\times0+0.11\times0.80=0.89 .$$

An exponent slightly below one may therefore come from a mixture, and by itself does not identify vacancies.

Here $k_F\ell=15$, so separate scattering events are a reasonable picture. For the charges alone, the formula would reach $k_F\ell=1$ near $n=n_i/10=5\times10^{10}\ \mathrm{cm^{-2}}$. The derivation has lost its basis before that point, and none of the three laws should be extended to the neutral sheet.

Numerical values quoted here were computed with a short program.
